# Styx Bond Counts for Decaborane in Localized-Bond Analysis

## The decision

A localized-bond analysis turns the electron density or occupied orbitals of a finished calculation into a list of bonds. Programs that offer such an analysis may let the user choose whether a bond can extend over three atoms, and may accept a reference list of bonds against which the density is judged. For decaborane, B₁₀H₁₄, both choices need numbers: how many two-centre bonds, how many three-centre bonds, and how many of the latter contain hydrogen.

Under the assumptions below, the answer is ten three-centre and twelve two-centre bonds. Three different inventories share these totals. In the order \(styx\) they are 4620, 3711 and 2802. The totals therefore do not settle the inventory; the number of bridging hydrogens is still needed. A full reference list must also say which atoms each bond joins.

When the analysis follows a converged calculation, the setting changes the description of the density, not the density or the energy. A poor choice can still make it look as if some boron orbitals took no part in the bonding.

## What is being counted

Write a neutral borane as \(\mathrm{B}_p\mathrm{H}_{p+q}\). The integer \(q\) is the number of hydrogens beyond one per boron. Four integers describe the bonds:

- \(s\): B–H–B bridges, each a three-centre bond;
- \(t\): three-centre B–B–B bonds;
- \(y\): two-centre B–B bonds;
- \(x\): terminal B–H bonds beyond one per boron.

There are thus \(p+x\) terminal B–H bonds in all. The letter \(x\) does not count all terminal hydrogens.

The model assumes that every boron has at least one terminal hydrogen, that every bond is of one of these kinds, and that every bond holds two electrons. There are no lone pairs or unpaired electrons, and no boron valence orbital is left out of the bonding.

Each boron supplies three valence electrons and four valence orbitals, one 2s and three 2p. Each hydrogen supplies one electron and one orbital. The boron 1s electrons are core electrons and are excluded. The orbitals counted here are atomic valence orbitals, not basis functions, so a larger basis set does not change the count.

An orbital is "used" when it takes part in a bond. This does not mean that it holds two electrons: a B–B–B bond uses three boron orbitals but contains one electron pair. That is how boron, with more valence orbitals than valence electrons, can use all its orbitals.

## The three balances

**Hydrogen.** Every hydrogen is either terminal or bridging. The \(p+x\) terminal and \(s\) bridging hydrogens must add up to \(p+q\):

\[
p+x+s=p+q .
\]

Subtracting \(p\) from both sides gives

\[
s+x=q. \tag{1}
\]

**Electrons.** The borons supply \(3p\) electrons and the hydrogens \(p+q\), a total of \(4p+q\). The number of bonds is \(p+x+s+t+y\), with two electrons in each:

\[
2(p+x+s+t+y)=4p+q .
\]

Divide by two and subtract \(p\):

\[
s+x+t+y=p+\frac q2 .
\]

Equation (1) replaces \(s+x\) by \(q\), so

\[
t+y=p-\frac q2. \tag{2}
\]

The left side is an integer, so \(q\) must be even. An odd \(q\) gives a neutral molecule an odd number of electrons, which cannot all be paired.

**Boron orbitals.** A terminal B–H bond uses one boron orbital, a B–H–B bridge two, a B–B–B bond three and a B–B bond two. The supply is \(4p\), hence

\[
p+x+2s+3t+2y=4p .
\]

To use the earlier results, split \(2s\) into \(s+s\) and \(3t\) into \(t+2t\):

\[
p+(s+x)+(s+t)+2(t+y)=4p .
\]

Now insert (1) and (2):

\[
p+q+(s+t)+2p-q=4p .
\]

The two terms in \(q\) cancel, leaving

\[
s+t=p. \tag{3}
\]

Equation (3) answers the first practical question. Both \(s\) and \(t\) count three-centre bonds, so their total equals the number of borons, whatever the value of \(q\). The two-centre bonds number \(p+x+y\). Subtracting (3) from the total number of bonds, \(2p+q/2\), gives

\[
p+x+y=p+\frac q2 .
\]

For decaborane these totals are 10 and \(10+4/2=12\).

## From equations to an enumeration

Three equations for four integers leave one free integer. Choose \(s\). Equation (3) gives \(t\), equation (1) gives \(x\), and equation (2) gives

\[
y=p-\frac q2-t=p-\frac q2-(p-s)=s-\frac q2 .
\]

The full solution is therefore

\[
t=p-s,\qquad y=s-\frac q2,\qquad x=q-s. \tag{4}
\]

Any inventory that satisfies the balances must have this form. Conversely, any inventory of this form satisfies them. The hydrogen balance holds because \(s+x=q\). For the electrons,

\[
s+t+y+x=s+(p-s)+\left(s-\frac q2\right)+(q-s)=p+\frac q2 ,
\]

as required. For the boron orbitals beyond the first terminal bond on each atom,

\[
x+2s+3t+2y=(q-s)+2s+3(p-s)+(2s-q)=3p ,
\]

which is also the required number. No solution has been lost or added in the reduction.

Bond counts cannot be negative. The condition \(t\ge0\) requires \(s\le p\), \(y\ge0\) requires \(s\ge q/2\), and \(x\ge0\) requires \(s\le q\). Together,

\[
\frac q2\le s\le\min(p,q). \tag{5}
\]

The enumeration is then short:

1. Find \(p\) and \(q\) from the formula. Stop if \(q\) is odd.
2. Let \(s\) take each integer value in (5). If the range is empty, there is no solution.
3. For each \(s\), obtain \(t\), \(y\) and \(x\) from (4).

For even, nonnegative \(q\), the number of solutions is

\[
N=\max\left[0,\ \min(p,q)-\frac q2+1\right].
\]

Two limits show what the range means. At \(q=0\) the only solution has \(s=y=x=0\) and \(t=p\): beyond the terminal B–H bonds, every pair sits in a B–B–B bond. At \(q=2p\), the composition BH₃ per boron, the only solution has \(s=x=p\) and \(t=y=0\). Diborane, B₂H₆, is the case \(p=2\), \(q=4\), with \(styx=2002\): two bridges and no direct B–B bond. For \(q>2p\) the lower limit in (5) exceeds \(p\), and no inventory exists within the model.

The reduction was also tested against a direct search that used the original hydrogen, electron and orbital totals and required at least \(p\) terminal hydrogens. The two lists agreed for all 90 compositions with \(p=1\) to 10 and \(q=0\) to 8.

## Decaborane

For B₁₀H₁₄, \(p=10\) and \(q=14-10=4\). The electron supply is \(3\times10+14=44\), or 22 pairs, and the boron orbital supply is \(4\times10=40\). Equation (4) becomes

\[
t=10-s,\qquad y=s-2,\qquad x=4-s .
\]

Nonnegative \(y\) requires \(s\ge2\), and nonnegative \(x\) requires \(s\le4\). The values on either side fail: \(s=1\) gives \(y=-1\), and \(s=5\) gives \(x=-1\). Three values remain:

- \(s=2\): \(t=8\), \(y=0\), \(x=2\), or 2802;
- \(s=3\): \(t=7\), \(y=1\), \(x=1\), or 3711;
- \(s=4\): \(t=6\), \(y=2\), \(x=0\), or 4620.

The orbital budgets can be checked term by term, in the order terminal B–H, B–H–B, B–B–B, B–B:

\[
\begin{aligned}
4620:&\quad 10+2(4)+3(6)+2(2)=40,\\
3711:&\quad 11+2(3)+3(7)+2(1)=40,\\
2802:&\quad 12+2(2)+3(8)+2(0)=40.
\end{aligned}
\]

The corresponding numbers of electron pairs are \(10+4+6+2\), \(11+3+7+1\) and \(12+2+8+0\), each equal to 22.

Neighbouring solutions are related by a simple exchange. Going from 4620 to 3711, one bridging hydrogen becomes terminal. Its bond now uses one boron orbital instead of two, which releases one orbital. At the same time one B–B bond becomes a B–B–B bond and takes up one more orbital. The numbers of electrons, bonds and used orbitals stay the same. This is bookkeeping between inventories, not a proposed reaction path, and it says nothing about their relative energies.

## Selecting the reference list

The balances treat the three inventories alike. The structure of decaborane does not: the molecule has ten terminal and four bridging hydrogens. This is structural information, not a consequence of the counting. It sets \(s=4\), and equation (4) then gives 4620. The reference list should accordingly contain ten terminal B–H bonds, four B–H–B bonds, six B–B–B bonds and two B–B bonds.

For another isomer or a trial geometry, first decide from the geometry which hydrogens bridge two borons, then use their number as \(s\). If it lies outside range (5), at least one assumption of the model fails for that geometry. Equation (4) then gives at least one negative number, so it does not supply a reference list within the model. If a hydrogen lies so unevenly between two borons that its assignment is doubtful, analyse the density with the inventories for both possible values of \(s\), provided that both values lie in range (5). In diborane they do not: \(s=2\) is the only solution. The count cannot resolve that doubt.

Even the correct four integers do not say which borons each bond joins. A reference list needs those atom labels too, and the balances do not supply them. Nor does a nonnegative solution guarantee that a placement exists. For the formal composition B₂H₄, \(p=q=2\), and the enumeration gives 1101 and 2010. The first contains a B–B–B bond, which needs three borons where there are two. It satisfies every total and is impossible as a structure. Structural constraints must therefore follow the enumeration.

## What happens when the setting is too narrow

Suppose that three-centre bonds are restricted, while the other assumptions are kept except that boron orbitals may remain empty. Equations (1) and (2) still hold. The number of orbitals used is

\[
p+(s+x)+(s+t)+2(t+y)
=p+q+(s+t)+2p-q
=3p+s+t .
\]

Subtracting this from \(4p\) gives the number of empty boron orbitals,

\[
v=p-s-t. \tag{6}
\]

Each missing three-centre bond thus appears as one empty orbital. If the four hydrogen bridges of decaborane are allowed but B–B–B bonds are forbidden, then \(s=4\), \(t=0\), \(y=8\) and \(v=6\). If all three-centre bonds are forbidden, then \(s=t=0\), \(y=8\), \(x=4\) and \(v=10\). Within this model, these empty orbitals result from the restriction on the bond list; they are not evidence of vacant sites in the molecule. The restriction leaves the density unchanged, so an orbital counted as empty may still hold an appreciable part of it.

Allowing empty orbitals also weakens the enumeration. Equation (1) permits \(s=0\) to 4, and equation (2) permits \(t=0\) to 8, subject to \(s+t\le10\). For \(s=0,1,2,3,4\) there are 9, 9, 9, 8 and 7 choices of \(t\), a total of 42 inventories instead of three. Full use of the boron orbitals is what reduces the list so strongly.

The terminal-hydrogen assumption has a separate effect. Restore full orbital use, but let borons lack terminal hydrogens. The number of terminal bonds is \(10+x=14-s\), which may now fall below ten, so \(x\) may be negative. The remaining limits are \(y=s-2\ge0\) and \(t=10-s\ge0\), giving \(s=2\) to 10 and nine inventories. The upper limit of four bridges in the original list therefore comes from requiring a terminal hydrogen on every boron.

## Changing the molecular charge

A reference list for the neutral molecule should not be carried over to an ion. For total charge \(c\), in units of the elementary charge, the number of valence electrons is \(4p+q-c\). The hydrogen balance is unchanged, but the electron balance becomes

\[
t+y=p-\frac{q+c}{2}.
\]

Inserting this in the orbital balance gives

\[
p+q+(s+t)+2p-q-c=4p,
\qquad\text{so}\qquad s+t=p+c .
\]

For a dianion with the composition B₁₀H₁₄, \(c=-2\), and the number of three-centre bonds falls from ten to eight. The added pair makes one more bond in total, so the two-centre bonds rise from 12 to 15. For an ion it is \(q+c\), not \(q\), that must be even, and (4) and (5) must be derived afresh from the changed balances. This assumes that the ion has only the four kinds of bond, with no lone pairs, no unpaired electrons and no unused boron valence orbitals.

## Reading the analysis

For neutral decaborane, allow three-centre bonds both with and without hydrogen, exclude the core pairs, and look for 22 valence bonds. Then compare the reported list with \(s+x=4\), \(t+y=8\) and \(s+t=10\). A failure of one relation indicates where to look:

- If \(s+x\ne4\), a hydrogen has been missed, counted twice or assigned to a bond outside the four kinds. Listing a bridge as a terminal bond does not change \(s+x\); if the rest of the list is correct, it lowers \(s+t\) by one.
- If \(s+x=4\) but \(t+y<8\), the list does not place all 44 valence electrons in bonds of the four kinds. If \(t+y>8\), it contains more than 22 bonds, too many for 44 electrons at two per bond.
- If both relations hold but \(s+t<10\), equation (6) gives the net number of unused boron orbitals. For example, four bridges, five B–B–B bonds and three B–B bonds account for all 22 pairs but leave one boron orbital unused. If instead \(s+t>10\), the list needs more than the 40 boron orbitals available. These are totals: a list can satisfy all three relations while one boron takes part in five bonds and another in three, so the count of four should also be checked atom by atom.

In a real density the bonds are not perfectly confined to two or three atoms. The integers describe an idealized reference, and the counting cannot predict how large the departures are. Where to read them depends on the analysis. If it confines each bond to two or three atoms, look at the occupations, which need not equal two. If it localizes the doubly occupied orbitals of a closed-shell calculation, every occupation is exactly two, and the departures appear in the spread of the orbitals. The list read from such orbitals then depends on the localization criterion and on the population threshold at which an atom is counted as a centre. In Hartree–Fock calculations on decaborane at an approximate geometry, in two small basis sets, Boys orbitals gave \(s+t=12\) at a threshold of 0.15 of the orbital and \(s+t=8\) at 0.20, while Pipek–Mezey orbitals gave 4620 at both thresholds. A value of \(s+t\) other than 10 may thus reflect bonds with a weak third centre rather than a fault in the setting. If a substantial part of the density remains outside the 4620 list, try other placements of its bonds first. With the B–B–B bonds on triangular faces of the cage, 24 placements use four orbitals on every boron and bond every pair of neighbouring borons, and none of them has the full \(C_{2v}\) symmetry of the molecule. If none describes the density well, no single 4620 list is adequate for that density, even though its electron and orbital totals are correct.

The trial values and complete budgets are collected in the numerical output below.

## Computed values

```
Decaborane B10H14; all values are pure counts
boron atoms p = 10
hydrogen atoms p+q = 14
hydrogens beyond one per boron q = 4
valence electrons = 44
electron pairs = 22
boron valence orbitals = 40
change in (s,t,y,x) when s rises by 1 = (1, -1, 1, -1)
Trial values:
s=0 t=10 y=-2 x=4 rejected: negative y
s=1 t=9 y=-1 x=3 rejected: negative y
s=2 t=8 y=0 x=2 accepted
s=3 t=7 y=1 x=1 accepted
s=4 t=6 y=2 x=0 accepted
s=5 t=5 y=3 x=-1 rejected: negative x
Budgets of the solutions from the direct search:
styx 4620: terminal H=10, bridging H=4, electron pairs=22, B orbitals=40
styx 3711: terminal H=11, bridging H=3, electron pairs=22, B orbitals=40
styx 2802: terminal H=12, bridging H=2, electron pairs=22, B orbitals=40
number of solutions = 3
inventories if empty B orbitals are allowed = 42
inventories if B may lack terminal H = 9
range of s if B may lack terminal H = 2 to 10
formal B2H4 solutions = 1101, 2010
B2H4 solution needing three borons = 1101
compositions compared, p=1..10 and q=0..8 = 90
```
